# The Scharfetter-Gummel electron flux, built from one plasma cell

Take two neighbouring grid points, 2 µm apart, in a plasma near a wafer. The electron density is $1.0\times10^{11}\ \mathrm{cm^{-3}}$ at the first and $0.5\times10^{11}\ \mathrm{cm^{-3}}$ at the second, nearer the wafer. Three formulas for the flux between them, fed with the same densities, field, mobility and diffusivity, give

- central differencing: $1.875\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$;
- Scharfetter-Gummel: $2.075\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$;
- upwind drift plus ordinary diffusion: $2.375\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$.

The first is 9.6% below the middle value and the third 14% above it. The physics put into them is the same, so the difference must lie in what each assumes about the density between the points.

## The cell and its signs

Let $x$ point towards the wafer. The drift-diffusion flux, counted positive along $x$, is

$$\Gamma=vn-D\frac{dn}{dx},\qquad v=-\mu E,\qquad \mu>0 .$$

The minus sign in $v$ expresses the negative electron charge. Here $E=-40$ kV/cm and $\mu=500\ \mathrm{cm^2/(V\,s)}$, so $v=+2\times10^7$ cm/s: electrons drift to the wafer. With an electron temperature $T=3$ eV, the Einstein relation $D=\mu T$ (with $T$ in volts) gives $D=1500\ \mathrm{cm^2/s}$.

Write $s=(x-x_i)/h$, which runs from 0 to 1 across the cell, with $h=2\times10^{-4}$ cm. Since $dn/dx=(1/h)\,dn/ds$, multiplying the flux law by $h/D$ gives

$$\frac{dn}{ds}=zn-G,\qquad z=\frac{vh}{D},\qquad G=\frac{\Gamma h}{D}.$$

The number $z$ compares drift with diffusion over one cell. Here $D/h=7.5\times10^6$ cm/s and $z=2\times10^7/(7.5\times10^6)=2.667$.

## Solving the cell by hand

Measure density in units of $10^{11}\ \mathrm{cm^{-3}}$, so that $n(0)=1$ and $n(1)=0.5$. Suppose that $v$, $D$ and $\Gamma$ do not vary inside the cell. The term $zn$ is removed by the factor $e^{-zs}$:

$$\frac{d}{ds}\left(ne^{-zs}\right)=\left(\frac{dn}{ds}-zn\right)e^{-zs}=-Ge^{-zs}.$$

Integrating from 0 to 1,

$$n(1)e^{-z}-n(0)=-G\,\frac{1-e^{-z}}{z}.$$

With $e^{-2.667}=0.0695$, the left side is $0.5\times0.0695-1=-0.9653$, and the factor multiplying $-G$ is $0.9305/2.667=0.3489$. Hence, with one more digit kept, $G=0.96526/0.34894=2.766$, and

$$\Gamma=(7.5\times10^6)(10^{11})(2.766)=2.075\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}.$$

This is the middle value of the list. No approximation was made after the three quantities were taken as constant.

The flux is the same throughout the cell, but its make-up changes. At the left point the scaled drift is $zn=2.667$, leaving $0.100$ for diffusion. At the right point drift supplies $1.333$ and diffusion $1.433$. The density therefore starts almost flat and falls steeply near the wafer.

## Why the other two formulas differ

Integrate $dn/ds=zn-G$ directly over the cell, and call the mean density $\bar n=\int_0^1 n\,ds$. Then

$$G=z\bar n+n(0)-n(1).$$

The diffusion part needs the end densities alone; the drift part needs the mean. Our solution has

$$\bar n=\frac{2.766-0.5}{2.667}=0.850 .$$

Central differencing replaces this mean by the average of the end values, $0.75$. In ordinary units it gives

$$(2\times10^7)(0.75\times10^{11})+(7.5\times10^6)(0.5\times10^{11})=1.875\times10^{18}.$$

Upwind drift uses the left value, $1$, in place of $\bar n$, and gives $2.000\times10^{18}+0.375\times10^{18}=2.375\times10^{18}$. The true profile lies above the straight line joining its ends but below its left value. That places the two approximate fluxes on opposite sides of the result.

## The general formula

Let the densities be $n_i$ and $n_{i+1}$. For $z\ne0$, solving the integrated equation for $G$ gives

$$G=\frac{z}{1-e^{-z}}\,n_i-\frac{ze^{-z}}{1-e^{-z}}\,n_{i+1}.$$

Define the Bernoulli function

$$B(z)=\frac{z}{e^z-1},\qquad B(0)=1.$$

Multiplying numerator and denominator of the second coefficient by $e^z$ turns it into $B(z)$. The first is $B(-z)=-z/(e^{-z}-1)$. Restoring $D/h$,

$$\boxed{\Gamma_{i+1/2}=\frac Dh\left[B(-z)n_i-B(z)n_{i+1}\right]}$$

In the example $B(-z)=2.8658$ and $B(z)=0.1991$, so the bracket is $2.8658-0.0996=2.766$, as before.

At $z=0$ the cell equation is $dn/ds=-G$, so $G=n_i-n_{i+1}$, which agrees with $B(0)=1$. The formula therefore covers either drift direction and no drift. The Einstein relation set the example's $D$ but was not used in the derivation.

For the converse, start from any two end densities and consider

$$n(s)=n_i+(n_{i+1}-n_i)\frac{e^{zs}-1}{e^z-1}.$$

It has the right end values. Substituting it into $zn-dn/ds$, the terms in $e^{zs}$ cancel and leave

$$zn_i-(n_{i+1}-n_i)\frac{z}{e^z-1}=[z+B(z)]n_i-B(z)n_{i+1}.$$

Since $z+B(z)=ze^z/(e^z-1)=B(-z)$, this constant is the boxed flux. The fraction in the profile rises from 0 to 1 for either sign of $z$, so the density stays between its end values and is positive if they are. At $z=0$ the profile is a straight line.

As a test, the cell equation was integrated numerically from $n(0)=1.3$ for seven values of $z$ from $-8$ to $8$ and scaled fluxes $-0.9$, $0$ and $0.7$. The formula, given the resulting end densities, returned the imposed fluxes with a largest error of $7\times10^{-12}$.

## Limits and equilibrium

The identity $B(-z)-B(z)=z$ has a companion:

$$B(-z)+B(z)=z+\frac{2z}{e^z-1}=z\,\frac{e^z+1}{e^z-1}=z\coth\frac z2 .$$

Half the sum and half the difference give both coefficients, and the flux becomes

$$\Gamma=v\,\frac{n_i+n_{i+1}}2-D_{\rm eff}\frac{n_{i+1}-n_i}{h},\qquad D_{\rm eff}=D\,\frac z2\coth\frac z2 .$$

This is central differencing with a modified diffusivity. For small $z$, $(z/2)\coth(z/2)=1+z^2/12+\cdots$, and the central formula is recovered. In the example the factor is 1.53. The upwind-plus-diffusion formula has the same form with the factor $1+|z|/2$, here 2.33. When the flux is constant in the cell, the increase in $D_{\rm eff}$ only corrects the mean density used in the drift term. In a time-dependent problem it acts as numerical diffusion: on a uniform grid the variance of a drifting density pulse grows at the rate $2D_{\rm eff}$ instead of $2D$, here 1.53 times too fast, whereas central differencing gives $2D$.

For $z\to+\infty$, $B(-z)\to z$ and $B(z)\to0$, so $\Gamma\to vn_i$. For $z\to-\infty$, $\Gamma\to vn_{i+1}$. The formula selects the upstream density without a separate rule.

Zero flux requires $B(-z)n_i=B(z)n_{i+1}$. Because $B(-z)=e^zB(z)$, this means $n_{i+1}=n_ie^z$. If $D=\mu T$ and $E=-d\phi/dx$, then $z=-Eh/T=(\phi_{i+1}-\phi_i)/T$, and the condition is the Boltzmann relation for electrons. The discrete flux thus keeps thermal equilibrium at uniform temperature on a coarse grid too.

## Evaluating the coefficients

Computing $e^z-1$ by subtraction loses digits near $z=0$, and $e^z$ overflows at large $z$. Let $a=|z|$ and

$$r=\frac{a}{1-e^{-a}},\qquad r=1\ \text{at}\ a=0 .$$

For $z>0$, multiplying the numerator and denominator of $B$ by $e^{-z}$ gives $B(z)=re^{-a}$. For $z<0$, $B(z)=-a/(e^{-a}-1)=r$. The denominator of $r$ should come from a library function for $e^y-1$, with $y=-a$. At $z=10^{-10}$ direct subtraction gave a relative error of $8\times10^{-8}$ in $B$. The stable form stayed within $10^{-16}$ at nine test arguments between $-600$ and $600$; at other arguments in that range its relative error reaches a few times $10^{-16}$, the level of rounding.

## When the flux varies inside the cell

Ionization or a changing density makes $G$ depend on $s$. Keep $v$ and $D$ constant and repeat the integration:

$$n_i-n_{i+1}e^{-z}=\int_0^1G(s)e^{-zs}\,ds .$$

Dividing by $\int_0^1e^{-zs}ds=(1-e^{-z})/z$ turns the left side into the Scharfetter-Gummel expression. Therefore

$$G_{\rm SG}=\frac{\int_0^1G(s)e^{-zs}ds}{\int_0^1e^{-zs}ds}.$$

The formula returns a weighted mean of the true flux, with more weight upstream. Suppose that $G=G_{\rm mid}+\sigma(s-\tfrac12)$. We need the weighted mean of $s$, which is minus the logarithmic derivative of the denominator:

$$\langle s\rangle=-\frac{d}{dz}\ln\frac{1-e^{-z}}z=\frac1z-\frac1{e^z-1}.$$

Using $1/(e^z-1)=\tfrac12\coth(z/2)-\tfrac12$,

$$G_{\rm SG}-G_{\rm mid}=\sigma\left[\frac1z-\frac12\coth\frac z2\right].$$

This tends to $-\sigma z/12$ for small $z$ and to $-\sigma/2$ for large positive $z$. Since $\sigma=dG/ds$ is the change of $G$ over one cell, the corresponding change in $\Gamma$ is $h\,d\Gamma/dx$. The midpoint error in $\Gamma$ is then proportional to $h^2$ on a resolved grid, where $z$ itself shrinks with $h$, and to $h$ when drift dominates each cell.

## From one face to a grid

On a uniform grid, let $a_f=(D/h)B(-z)$ and $b_f=(D/h)B(z)$ at each face $f$, with that face's own field and diffusivity. One backward-Euler step of length $\Delta t$, with the fields held fixed, is as follows.

1. Compute $v$, $D$ and $z$ at each face.
2. Evaluate $B(\pm z)$ in the stable form and store $a_f,b_f$.
3. For each cell, impose

$$n_i^{\rm new}+\frac{\Delta t}{h}\left(\Gamma^{\rm new}_{i+1/2}-\Gamma^{\rm new}_{i-1/2}\right)=n_i^{\rm old}+\Delta t\,S_i .$$

4. Insert $\Gamma_{i+1/2}=a_{i+1/2}n_i-b_{i+1/2}n_{i+1}$, add the boundary fluxes, and solve the tridiagonal system.

Take closed ends, where the outer fluxes vanish, and call the matrix $M$. Each face adds $a_f\Delta t/h$ to one diagonal entry and subtracts it in the same column, one row away; $b_f$ acts likewise. Every column of $M$ therefore sums to 1. Adding all the equations shows that, without a source, the total electron number is conserved.

Positivity follows from the signs. Write $M=\Delta-O$, where $\Delta$ is the diagonal and $O$ has nonnegative entries because $a_f,b_f>0$. Column $j$ of $O$ sums to $\Delta_j-1$, so column $j$ of $O\Delta^{-1}$ sums to $1-1/\Delta_j<1$. Hence the series

$$M^{-1}=\Delta^{-1}\sum_{m=0}^{\infty}(O\Delta^{-1})^m$$

converges, and all its terms are nonnegative. Nonnegative old densities and sources give nonnegative new densities for any $\Delta t$. This says nothing about accuracy in time, or about the stability of a separately updated electric field.

Central differencing has $a=(D/h)(1+z/2)$ and $b=(D/h)(1-z/2)$. One of these is negative when $|z|>2$, and the sign argument fails. A ten-cell steady layer shows the consequence. With no source, equal fluxes at neighbouring faces require

$$an_{i-1}-bn_i=an_i-bn_{i+1}
\quad\Longrightarrow\quad
n_{i+1}-n_i=\frac ab(n_i-n_{i-1}).$$

For $z=2.667$, the central ratio is $a/b=2.333/(-0.333)=-7$, so successive steps alternate in sign. Let the end densities be 1 and 0.5. If the last step is $d$, the sum of all the steps is $d(1-1/7+1/49-\cdots)\simeq7d/8=-0.5$. Thus $d=-0.571$, and the density before the last point is $1.071$, above both end values. With end densities 0 and 1 the same sum gives $d=8/7$ and a density of $-0.143$.

For Scharfetter-Gummel, $a/b=e^z$. The steps then grow as those of the continuous solution $A+Ce^{zj}$ at node number $j$. Its node values are reproduced for constant $v$ and $D$ without sources; in the ten-cell layer the largest difference was $3\times10^{-16}$ of the left density, which is rounding error.

A nonuniform source removes this node exactness. For the density $\sin\pi x$ on $0\le x\le1$, with $v=1$ and the source that maintains it, the largest node error fell with order 2.0 between 160 and 320 cells at $D=0.1$. At $D=10^{-4}$, between 80 and 160 cells, the order was 1.02. These orders match the two regimes found for the midpoint flux. This profile is smooth and has no layer, and on it central differencing keeps order 2 at both values of $D$; at $D=10^{-4}$ with 80 cells its largest error is $2.6\times10^{-4}$, against $3.9\times10^{-2}$ for Scharfetter-Gummel. The advantage of the exponential formula lies in unresolved layers, equilibrium and positivity, not in accuracy on every problem.

## What the number means in a deposition plasma

The example is placed in an atmospheric-pressure nitrogen barrier discharge, as used for spatial plasma-enhanced atomic layer deposition. At 760 Torr and 400 K the field corresponds to 218 Td. The field, mobility and temperature are rough typical values for the active phase of such a discharge, and the density drop over 2 µm is a chosen wall layer. The flux of $2.07\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$ carries a current density of magnitude $0.33\ \mathrm{A/cm^2}$. Filaments can have densities orders of magnitude higher. The flux scales with density at fixed field, but space charge then becomes more important.

The neglected effects can be sized by extending the cell equation while holding both node densities fixed:

- A net positive charge density of $10^{11}e\ \mathrm{cm^{-3}}$ changes the field by 36 V/cm across the cell. At fixed mean field, the flux changes by 0.02%.
- Ionization at a rough 50 events per cm of drift raises the midpoint flux by 0.19%. A density growing on a 10 ns scale lowers it by 0.02%.
- A linear 5% rise in electron temperature across the cell, about a fixed mean of 3 eV and with diffusion written as $-d(Dn)/dx$, lowers the flux by 1.7%. The cell drops 8 V, and a simple electron energy balance suggests a larger rise, roughly 7 to 16%, with the flux lowered by 1 to 3%.
- A diffusivity along the field of 0.7 times the adopted one lowers it by 2.5%.
- Electron inertia, kept in the steady momentum balance, lowers it by 1.1%.

The temperature rise and the diffusivity ratio are assumed sizes, so their effects are sensitivities and not predictions. Each is smaller here than the error of either simpler flux formula.

The assumption under most strain is the fluid description itself. The mean free path, estimated as mean thermal speed over collision rate, is 0.33 µm, while the density layer has the length $D/v=0.75$ µm. Their ratio, 0.44, is not small. The flux is also 0.72 of what a half-Maxwellian of the right-hand density, moving wholly towards the wall, would carry. A kinetic wall layer could therefore shift the flux by an amount that the estimates above do not bound. The field is held fixed as well. Unless a supplied current balances the electron conduction current, the field changes on the scale of the dielectric relaxation time, which is 11 ns at the left density and inversely proportional to density. The Scharfetter-Gummel formula removes the interpolation error of a cell in which $v$, $D$ and the flux are constant; it leaves these errors of the model in place.

## Table of computed values

```
Gas pressure: 760 Torr
Gas temperature: 400 K
Electric field along x: -40 kV/cm
Reduced field magnitude: 218.02 Td
Electron mobility: 500 cm2/(V s)
Electron temperature: 3 eV
Node spacing: 2 um
Left electron density: 1e+11 cm^-3
Right electron density: 5e+10 cm^-3
Drift velocity: 2e+07 cm/s
Diffusivity: 1500 cm2/s
D/h: 7.5e+06 cm/s
Cell drift number z: 2.6667
B(-z): 2.8658
B(z): 0.19913
Scharfetter-Gummel flux: 2.0747e+18 cm^-2 s^-1
Electron current density magnitude: 0.3324 A/cm2
Central flux: 1.875e+18 cm^-2 s^-1
Central flux difference: -9.6243 %
Upwind plus diffusion flux: 2.375e+18 cm^-2 s^-1
Upwind flux difference: 14.476 %
Effective diffusion / D: 1.5325
Largest scaled flux error in integration test: 6.9079e-12
Largest relative Bernoulli error: 8.5361e-17
Direct Bernoulli relative error at z=1e-10: 8.269e-08
Ten-cell SG node error / left density: 3.3307e-16
Central wall-layer maximum / left density: 1.0714
Central reversed-layer minimum / right density: -0.14286
Convergence order, resolved: 2
Convergence order, drift dominated: 1.0234
Net positive charge density / e: 1e+11 cm^-3
Field change across cell: 36.19 V/cm
Flux change from field variation: 0.018067 %
Townsend coefficient: 50 cm^-1
Midpoint flux change from ionization: 0.18749 %
Density change time: 10 ns
Midpoint flux change from storage: -0.018711 %
Temperature rise across cell: 5 %
Flux change from temperature gradient: -1.6818 %
Longitudinal D / adopted D: 0.7
Flux change from longitudinal diffusion: -2.507 %
Flux change from electron inertia: -1.1428 %
Momentum collision rate: 3.5176e+12 s^-1
Mean thermal speed: 1.1592e+08 cm/s
Mean free path: 0.32953 um
Drift-diffusion length D/v: 0.75 um
Energy gained per free path / electron temperature: 0.43937
Flux / half-Maxwellian wall flux at right node: 0.71593
Dielectric relaxation time at left node: 11.053 ns
```
